# Advance of a ferroelectric domain-wall step by kink-pair nucleation

**Result.** A long, straight step on a domain wall advances at the steady mean speed

$$V=a\sqrt{2Jv}.$$

Here $a$ is the spacing of the rows that the step adds one after another, $J$ is the number of kink pairs born per unit length of step and unit time, and $v$ is the speed of a kink along the step.

## The model

The step is the edge of a layer, one cell thick, in which the polarization has already reversed. It moves forward when the next row of cells reverses. A row begins with a short reversed segment, whose two ends are kinks. One runs left and the other right, and the segment grows between them.

The assumptions are these:

- Pairs are born at random, independently in place and time, with zero initial width. A pair may be born on a row that is itself still growing.
- Every kink keeps its speed $v$ and does not turn back. $J$ therefore counts pairs that survive, not attempts that collapse.
- A right-moving and a left-moving kink that meet annihilate, which joins two segments of one row.
- There are no defects, no forces between kinks, and no mean tilt of the step.

Dimensions already fix the form for an unbounded step. With $J$ in 1/(nm ns) and $v$ in nm/ns, the one product of powers that gives rows per time is $\sqrt{Jv}$. What must be derived is the factor $\sqrt2$.

## Simplest case: a short closed step

Let the step close on itself with length $L$, so that it has no ends. If births are rare, a pair is born, its kinks run round the ring, and they meet after a time $L/(2v)$, since they approach at $2v$. Each pair adds one row. Pairs are born at rate $JL$, so

$$V\simeq aJL .$$

The kink speed drops out, because the waiting time between births controls the advance.

The first correction comes from a second pair born in the same row before the first has finished it. Two pairs then complete one row, and one row is lost. The unreversed part of the row shrinks linearly from $L$ to 0 during the time $L/(2v)$, so its mean length is $L/2$. The expected number of such births is

$$J\cdot\frac L2\cdot\frac{L}{2v}=\frac{JL^2}{4v}=\frac{s^2}{8},\qquad s\equiv L\sqrt{\frac{2J}{v}} .$$

Births on the part already reversed start the next row and lose nothing. Hence $V\simeq aJL(1-s^2/8)$ for small $s$. The general formula will have to reproduce this.

## Many kinks: geometry and balance

Let $r_+$ and $r_-$ be the numbers of right- and left-moving kinks per length. In a time $dt$ each kink reverses a length $v\,dt$ of its row, which moves that part of the step forward by $a$. Averaged along the step,

$$V=av(r_++r_-).$$

Without mean tilt the two sorts are equally numerous, $r_+=r_-=r$, and $V=2avr$.

Now suppose that the positions of the two sorts are uncorrelated. A given right-mover sweeps past left-movers at relative speed $2v$ and meets them at rate $2vr$. There are $r$ right-movers per length, so pairs vanish at rate $2vr^2$ per length. In the steady state this equals the birth rate:

$$J=2vr^2\quad\Rightarrow\quad r=\sqrt{\frac{J}{2v}} ,$$

$$V=2av\sqrt{\frac{J}{2v}}=a\sqrt{\frac{4v^2J}{2v}}=a\sqrt{2Jv}.$$

So far this is a mean-field argument. Newborn partners start side by side, and annihilation removes close pairs, so the absence of correlation needs a proof.

## The uncorrelated state is stationary

Take the ring again, with $n$ kinks of each sort at labelled positions $x_1,\dots,x_n$ (right-movers) and $y_1,\dots,y_n$ (left-movers). Try the probability density

$$p_n=\frac{1}{Z}\,\frac{r^{2n}}{(n!)^2},$$

which doesn't depend on the positions. Three conditions must hold.

**Drift.** Uniform motion leaves a constant density unchanged.

**Gain and loss away from contacts.** A state with $n$ pairs is lost by a birth anywhere, at rate $JLp_n$. It is gained when a state with $n+1$ pairs loses one pair at some point $z$. Any of $n+1$ right-movers may meet any of $n+1$ left-movers, and the gap between them closes at $2v$. The gain is

$$(n+1)^2\,2v\int_0^L p_{n+1}\,dz=(n+1)^2\,2vL\,\frac{r^{2n+2}}{Z\,[(n+1)!]^2}=2vr^2L\,p_n .$$

Loss equals gain if $J=2vr^2$.

**Contacts where a pair is born.** Just after a birth the left-mover lies immediately to the left of the right-mover, and their gap opens at $2v$. Probability leaves this contact at the rate $2vp_{n+1}$. Births feed it with $Jp_n$, shared equally among the $(n+1)^2$ ways of labelling the new pair:

$$2v\,p_{n+1}=\frac{J\,p_n}{(n+1)^2}.$$

Inserting $p_{n+1}=r^2p_n/(n+1)^2$ gives $J=2vr^2$ once more. One value of $r$ satisfies all conditions, so the trial state is stationary within this model.

It is also the state that long-time averages see. If no pair is born during a time $L/(2v)$, the ring empties: a right-mover and a left-mover that both survived would have met by then. From any state this happens with probability at least $\exp[-JL\cdot L/(2v)]=e^{-s^2/4}$. The ring therefore keeps returning to the kink-free state after finite mean times, and its history splits into independent, statistically equal stretches. There can then be one stationary state and no other.

## Speed of a closed step of any length

Integrating $p_n$ over all positions gives a factor $L^{2n}$. Since $2rL=L\sqrt{2J/v}=s$, the probability of finding $n$ pairs is

$$P(n)=\frac{(s/2)^{2n}}{(n!)^2\,I_0(s)},\qquad I_0(s)=\sum_{n\ge0}\frac{(s/2)^{2n}}{(n!)^2},$$

where $I_0$ is a modified Bessel function. Differentiating its series brings down a factor $2n/s$ in each term, and $I_0'=I_1$, so

$$\langle n\rangle=\frac s2\,\frac{I_1(s)}{I_0(s)} .$$

There are $2\langle n\rangle$ kinks on the length $L$, hence

$$V=av\,\frac{2\langle n\rangle}{L}=\frac{avs}{L}\,\frac{I_1(s)}{I_0(s)}=a\sqrt{2Jv}\;\frac{I_1(s)}{I_0(s)} .$$

**Short limit.** With $I_1\simeq\frac s2(1+\frac{s^2}{8})$ and $I_0\simeq1+\frac{s^2}{4}$, the ratio is $\frac s2(1-\frac{s^2}{8})$. Because $a\sqrt{2Jv}\,s/2=aJL$, this is $aJL(1-s^2/8)$, the result found above by counting lost rows.

**Long limit.** For large $s$, $I_1/I_0\simeq1-1/(2s)$, which tends to 1. The stated law follows, with the long-time average taken first and the long step second.

**Test by simulated kinks.** Kinks were followed from event to event on a ring with $J=0.7$ and $v=1.3$ in arbitrary units. For $s=2$ the simulation gave 0.9406 rows per time, against 0.9413 from the formula. For $s=6$ it gave 1.2284 against 1.2308. The simulated $P(n)$ differed from the formula by at most 0.0004 and 0.0021.

## A second road without kink densities

The number of rows that have passed a point can be found from the births alone. A birth at $(x_1,t_1)$ influences $(x,t)$ if $|x-x_1|\le v(t-t_1)$, that is, if it lies in the past cone of $(x,t)$. Row $k$ has reached a point when some birth in row $k$ lies in that cone. This birth needed row $k-1$ beneath it, so its own past cone holds a birth in row $k-1$, and so on down to the first row. Conversely, each birth in such a chain sits at least one row higher than the one before. For a step that starts flat, the number of rows passed is thus the length of the longest chain of births in which each lies in the future cone of its predecessor.

Random births on an unbounded step with $J=4$, $v=2.5$ and duration 300 (arbitrary units) gave a chain rate of 0.996 times $\sqrt{2Jv}$. Reducing $J$ to 1 at the same $v$ and duration should halve the rate; the measured ratio was 2.03. These are single random samples from a flat start, and the excess over 2 was not separated into start-up lag and chance.

The same count treats a step with open ends, where kinks leave and none enter. In the short limit a pair born at $z$ leaves stretches $z$ and $L-z$ to be reversed. Births in the same row then number on average

$$\frac{J}{2v}\left\langle z^2+(L-z)^2\right\rangle=\frac{J}{2v}\cdot\frac{2L^2}{3}=\frac{s^2}{6}.$$

For $s=0.1$ this is a loss of 0.0017 rows per pair. The count gave 0.9985 rows per pair, a loss of 0.0015.

## A tilted step

A mean tilt forces an excess $m=r_+-r_-$ of one sort. The stationarity proof carries over with $r_+$ and $r_-$ as separate weights, and the balance becomes $J=2vr_+r_-$. Then

$$(r_++r_-)^2=m^2+4r_+r_-=m^2+\frac{2J}{v},\qquad V=a\sqrt{2Jv+v^2m^2}.$$

For $J=0$ this is $V=av|m|$: the built-in kinks simply run. The step counts as straight if $m^2\ll2J/v$, which means far fewer built-in kinks than thermally born ones.

## Worked example: a wall in an oxide film

Consider a 180-degree wall in a perovskite-oxide film at 300 K, with a step running through the film from one electrode to the other. The inputs are round: $a=0.4$ nm, $L=300$ nm, $J=0.01$ per nm per ns, $v=10$ nm/ns, polarization $P=30$ µC/cm² and field $E=1$ MV/cm. Then

$$r=\sqrt{\frac{0.01}{2\times10}}=0.0224\ \text{nm}^{-1},\qquad \frac1{2r}=22.4\ \text{nm},$$

$$V=0.4\sqrt{2\times0.01\times10}=0.179\ \text{nm/ns}=17.9\ \text{cm/s}.$$

The second length is the mean spacing of all kinks. A row takes $a/V=2.24$ ns, which is the time a kink needs to run one mean spacing, since $a/V=1/(2rv)$. The step is much slower than its kinks because they are sparse.

**Finite length.** Here $s=13.4$. A closed step of this length would have 0.962 of the long-step speed. With open ends, as at electrodes that absorb kinks, the chain count gives $V=0.169$ nm/ns, a factor 0.946.

**Backward hops and starting width.** The field energy gained per cell is $2PEa^3=0.0240$ eV, slightly less than $k_BT=0.0259$ eV. Backward hops therefore occur at $e^{-0.0240/0.0259}\simeq0.40$ times the forward rate, and steady motion describes a kink only on average. A lattice simulation included these hops and gave each new pair a width of 2 nm, rejecting births that landed on a kink. Its lone kinks moved at 0.990 of the intended speed. The step speed was $0.168\pm0.004$ nm/ns (standard error), a factor $0.94\pm0.02$ relative to the long-step law. In this run $J$ counts attempts, including rejected and collapsing ones, and the separate contributions were not resolved. The factor depends on the chosen width and may depend on the coarse time step: with the same hop rates in continuous time it is about 0.98 for 2 nm, and about 0.77 for pairs born one cell wide. The last value is close to $\sqrt{1-0.40}$, the loss expected when a fraction 0.40 of the attempts collapse.

**Forces between kinks.** A kink carries the charge $2Pa^2=0.60\,e$. With a uniform permittivity of 100, the Coulomb energy at the mean spacing is $0.009\,k_BT$, and the force is $2\times10^{-4}$ of the force from the field. Neglecting it is safe at that distance. At one cell the same estimate gives $0.5\,k_BT$ and about half the force from the field, so the attraction matters for newborn pairs and must be counted in the value of $J$.

**Heat and tunnelling.** The moving step releases the power $2PEaV$ per length. If this heat were spread evenly along the step, dividing by $2\pi\kappa$, with conductivity $\kappa=3$ W/(m K), would give a temperature scale of $2\times10^{-4}$ K, to be multiplied by a logarithm of lengths. The heat is in fact released at the moving kinks. Treating one kink as a steady point source gives a local rise of about $2PEa^2v/(4\pi\kappa a)=0.006$ K at a distance of one cell, which is still negligible. For a barrier frequency of $10^{12}$ Hz without damping, tunnelling would take over from thermal hopping near 8 K, far below 300 K.

**Temperature of use.** If each site attempts a birth $10^{12}$ times per second, the chosen $J$ implies a barrier of 0.32 eV. Going from 300 to 350 K, with barrier, field and $v$ held fixed, then raises $V$ by a factor 2.4. Kinks whose forward hop, with the field on, crosses a barrier of $k_BT$ or more would also speed up, although backward hops become relatively more frequent, and this would raise $V$ further. Even the factor 2.4 is a much larger change than the reductions found above: about 4 to 6 percent for finite length, and a few percent for backward hops with a 2 nm starting width.

## What this says about real switching

The cell size, polarization and field are of the order found in thin perovskite-oxide films. The voltage is not typical of low-voltage memories: 1 MV/cm across 300 nm is 30 V. The values of $J$ and $v$ are choices, not measurements, and could be wrong by orders of magnitude, so 17.9 cm/s illustrates the law and predicts no particular film.

Real films break the assumption of a defect-free step. Suppose defects merely delay kinks, are evenly spaced, and lie so close together that a kink passes many of them within one mean spacing of the slowed kinks (7 nm for a tenfold slowing). If the mean kink speed then falls tenfold at fixed $J$, $V$ falls by a factor $\sqrt{10}$, to about a third. Sparser defects with the same mean kink speed slow the step less, because pairs born between them still fill those stretches quickly. Randomly placed defects also slow it less: at a mean spacing of 2 nm, a step 2000 nm long keeps about 0.4 of the ideal speed instead of 0.32. If defects every 10 nm stop all kinks but do not hold back the stretches between them, each stretch is a short open step. Its speed is about $aJ\times10\ \text{nm}=0.04$ nm/ns, roughly a fifth of the ideal value. Defects that hold the step itself lie outside the model.

The link to the Merz law, in which a switching rate varies as $\exp(-E_0/E)$ with an activation field $E_0$, needs an added assumption. If $J\propto\exp(-E_J/E)$ and $v$ is independent of field, then

$$V\propto\sqrt J\propto\exp\!\left(-\frac{E_J}{2E}\right),$$

and the activation field of the step is half that of pair birth. If $v\propto\exp(-E_v/E)$ as well, it is $(E_J+E_v)/2$. Neither is yet the activation field of the whole wall, whose speed also depends on how often new steps form. The numerical output below lists the inputs and results of the worked example.

## Computed results

```
TESTS (arbitrary units)
ring s=2: rows/time simulated 0.9406, formula 0.9413
ring s=2: largest error in P(n) 0.0004
ring s=6: rows/time simulated 1.2284, formula 1.2308
ring s=6: largest error in P(n) 0.0021
long step, chains: rate/formula 0.9958
long step, chains: speed ratio for 4 times J 2.0335
short open step s=0.1: rows completed per pair 0.9985
EXAMPLE (round, rough inputs)
row spacing a = 0.4 nm; film thickness L = 300 nm
pair rate J = 0.01 per nm per ns; kink speed v = 10 nm/ns
polarization 30 uC/cm2; field 1 MV/cm; T = 300 K
density of each kink sort = 0.02236 per nm
mean spacing of all kinks = 22.36 nm
step speed V = 0.1789 nm/ns = 17.89 cm/s
time per row a/V = 2.236 ns
length parameter s = 13.42
closed step of same length: V factor 0.9620
NEGLECTED EFFECTS
open ends: V = 0.1691 nm/ns, factor 0.9456
lone lattice kink: speed/set speed 0.990
field energy per cell = 0.0240 eV; kT = 0.0259 eV
backward/forward hop ratio = 0.396
starting width in lattice run = 2.0 nm
width and back hops: V = 0.1683 +- 0.0037 nm/ns
width and back hops: factor 0.941 +- 0.021
kink charge = 0.599 e; permittivity taken 100
Coulomb energy at mean spacing / kT = 0.0089
Coulomb force / field force there = 0.00017
heating scale = 2.3e-04 K (conductivity 3 W/(m K))
attempt frequency taken = 1e+12 Hz per site
implied pair barrier = 0.321 eV
tunnelling crossover scale = 7.6 K
V factor from 300 to 350 K, v held = 2.43
```
